# CASSCF and CASCI dipoles of LiH in a finite electric field

## Problem

A LiH molecule with fixed nuclei lies on the \(z\) axis, H at the origin and Li at \(z=3.0\) bohr, in a static uniform field \(F\) along \(z\). The basis is 6-31G (11 functions) and does not depend on the field. Atomic units are used; an electron has charge \(-1\), so the dipole operator and the Hamiltonian are

\[
\mu_z=\sum_A Z_A z_A-\sum_i z_i ,\qquad H(F)=H(0)-F\mu_z .
\]

The dipole can be obtained as the expectation value \(\langle\mu_z\rangle\) or as the energy derivative \(-dE/dF\). Two wave functions are compared. Both keep orbital 1 (essentially Li 1s) doubly occupied and distribute two electrons over two active \(\sigma\) orbitals in all possible ways.

- CASSCF: the CI coefficients and all orbitals are optimized at each \(F\).
- CASCI: the orbitals are Hartree-Fock orbitals, recomputed at each \(F\). The active ones are the highest occupied orbital (2) and the lowest empty orbital (3). Only the CI coefficients are optimized.

Energies in hartree near \(F=0.005\) are listed below. In the last column the Hartree-Fock orbitals are frozen at their \(F=0.005\) form.

| \(F\) | CASSCF | CASCI, relaxed | CASCI, frozen |
|---|---|---|---|
| 0.0040 | −8.0046033202 | −7.9887448803 | −7.9887507214 |
| 0.0045 | −8.0057418067 | −7.9899415956 | −7.9899455505 |
| 0.0055 | −8.0080342953 | −7.9923468356 | −7.9923407712 |
| 0.0060 | −8.0091881018 | −7.9935552804 | −7.9935410027 |

The expectation values at \(F=0.005\) are 2.292518 au for CASSCF and 2.395247 au for CASCI.

(a) Derive \(dE/dF\) for a CI energy whose orbitals may change with the field.

(b) Show that \(\langle\mu_z\rangle=-dE/dF\) for CASSCF.

(c) Show why this fails in general for CASCI on relaxed Hartree-Fock orbitals, and find cases in which it is restored.

(d) Test the conclusions with the data.

## Solution

### (a) Three ways in which the energy depends on the field

Take real orbitals, and let \(i,j,k,l\) run over the core and active orbitals. With the density matrices

\[
D_{ij}=\sum_\sigma\langle a^\dagger_{i\sigma}a_{j\sigma}\rangle,\qquad
G_{ijkl}=\sum_{\sigma\tau}\langle a^\dagger_{i\sigma}a^\dagger_{k\tau}a_{l\tau}a_{j\sigma}\rangle ,
\]

the energy is

\[
E=\sum_{ij}h_{ij}D_{ij}+\tfrac12\sum_{ijkl}(ij|kl)\,G_{ijkl}+V_{nn}-F\sum_A Z_Az_A ,
\]

where \(V_{nn}\) is the nuclear repulsion and \(h(F)=h(0)+Fz\). The plus sign comes from \(-F\mu_z\) with \(\mu_z=-z\) for one electron. The field enters explicitly, through the CI coefficients \(c\), and through the orbitals.

**Explicit part.** With \(c\) and the orbitals held fixed,

\[
\left.\frac{\partial E}{\partial F}\right|_{c,\,\rm orb}=\sum_{ij}z_{ij}D_{ij}-\sum_AZ_Az_A=-\langle\mu_z\rangle .
\]

**CI part.** For given orbitals, \(E=c^T\mathbf{H}c\) with \(\mathbf{H}c=Ec\) and \(c^Tc=1\). A change \(c'\) contributes

\[
2c'^T\mathbf{H}c=2E\,c'^Tc=0 ,
\]

because differentiating \(c^Tc=1\) gives \(c'^Tc=0\). This holds for CASCI and CASSCF alike.

**Orbital part.** Collect the orbital coefficients in the square matrix \(C\), with \(C^TSC=1\), where \(S\) is the overlap matrix of the basis. The orbitals span the whole basis, so the change of each can be expanded in the orbitals themselves:

\[
\frac{d\varphi_i}{dF}=\sum_p\varphi_pT_{pi},\qquad T=C^TS\frac{dC}{dF}.
\]

Since \(S\) does not depend on \(F\), differentiating \(C^TSC=1\) gives \(T^T+T=0\), so \(T_{ip}=-T_{pi}\).

At fixed \(c\) the density matrices are fixed and only the integrals change. In the one-electron term,

\[
\sum_{ij}D_{ij}\sum_p\left(T_{pi}h_{pj}+T_{pj}h_{ip}\right)=2\sum_{pij}T_{pi}h_{pj}D_{ij},
\]

because \(h\) and \(D\) are symmetric. In the two-electron term each of the four indices is differentiated in turn. The symmetries \(G_{ijkl}=G_{klij}=G_{jilk}\), together with those of the real integrals, make the four results equal, and \(\tfrac12\times4=2\). Defining

\[
X_{pi}=\sum_jh_{pj}D_{ij}+\sum_{jkl}(pj|kl)\,G_{ijkl},
\]

with \(X_{pi}=0\) when \(i\) is an empty (virtual) orbital, the orbital part is \(2\sum_{pi}T_{pi}X_{pi}\). Each pair \(p>q\) occurs twice in this sum, with opposite signs of \(T\), so

\[
\frac{dE}{dF}=-\langle\mu_z\rangle+\sum_{p>q}g_{pq}T_{pq},\qquad g_{pq}=2\,(X_{pq}-X_{qp}). \tag{1}
\]

Here \(g_{pq}\) is the orbital gradient, the rate at which the energy changes when orbital \(p\) is mixed into orbital \(q\).

Some pairs drop out. For two virtual orbitals both \(X\) elements vanish. Mixing the two active orbitals leaves the space of CI functions unchanged, hence also its lowest energy; as the CI part is zero, \(g_{pq}\) must vanish for that pair. Active-core, virtual-core and virtual-active pairs remain.

### (b) CASSCF

A converged CASSCF energy is stationary against all orbital rotations, so every \(g_{pq}=0\) and equation (1) becomes

\[
-\frac{dE}{dF}=\langle\mu_z\rangle .
\]

The orbitals do respond to the field, but their response multiplies a zero gradient. The argument requires a state that is followed smoothly as \(F\) varies, and orbitals optimized for that state. Orbitals optimized for an average over several states make the average stationary, and the gradient of one state need not vanish.

### (c) CASCI on Hartree-Fock orbitals

Hartree-Fock orbitals make the energy of a single determinant stationary. The CASCI energy is a different function of the orbitals, so its gradient is in general not zero, and (1) gives

\[
-\frac{dE}{dF}-\langle\mu_z\rangle=-\sum_{p>q}g_{pq}T_{pq}. \tag{2}
\]

A leading-order estimate shows where a gradient comes from. Let the wave function be \(a|1^22^2\rangle+b|1^23^2\rangle\) with small \(b\). The single excitation \(2\to3\) is left out. It does not couple directly to the Hartree-Fock determinant, but it does couple to \(|1^23^2\rangle\), so its coefficient is proportional to \(b\). Its first-order contribution to \(X_{v3}\), however, is proportional to the Fock matrix element between \(v\) and the occupied orbital 2, which vanishes for Hartree-Fock orbitals. Consider mixing a virtual orbital \(v\) into orbital 3. To first order in \(b\), the only density element with first index 3 is \(G_{3232}=2ab\), where the 2 counts the two spin assignments. Then \(X_{v3}\approx2ab\,(v2|32)\), and since \(X_{3v}=0\),

\[
g_{v3}\approx4ab\,(v2|32).
\]

Nothing in the Hartree-Fock conditions makes this integral vanish when \(v\) is another \(\sigma\) orbital. The estimate covers \(g_{v3}\) only; \(g_{v2}\) is also of first order in \(b\), and there the single excitation does contribute.

The equality returns in these cases:

- If the orbitals are frozen while \(F\) varies, \(T=0\).
- If the active space contains all orbitals and all electrons (full CI), every rotation is a mixing of active orbitals, so \(g=0\).
- The terms of the sum in (2) may happen to cancel at a particular field.

### (d) The numbers

Let \(\Delta_n=E(F+n\delta)-E(F-n\delta)\) with \(\delta=0.0005\). Taylor expansion gives

\[
\Delta_1=2\delta E'+\tfrac13\delta^3E'''+\dots,\qquad
\Delta_2=4\delta E'+\tfrac83\delta^3E'''+\dots
\]

The third derivative cancels in \(8\Delta_1-\Delta_2=12\delta E'\), up to terms of order \(\delta^5\). Hence \(-dE/dF\approx-(8\Delta_1-\Delta_2)/(12\delta)\), with \(12\delta=0.006\).

**CASSCF.** The table gives \(\Delta_1=-0.0022924886\) and \(\Delta_2=-0.0045847816\), so

\[
-\frac{dE}{dF}=\frac{0.0183399088-0.0045847816}{0.006}=2.292521\ \text{au}.
\]

The expectation value is 2.292518 au. The difference, \(3.5\times10^{-6}\) au before rounding, lies within the tolerance of \(5\times10^{-6}\) au that the program asserts; the orbital gradient left at convergence is \(1.7\times10^{-6}\) hartree in norm, small but not exactly zero. An orbital error enters \(\langle\mu_z\rangle\) linearly and the energy only quadratically, so the last digit of the expectation value is the one affected; with tighter convergence it becomes 2.292521 au. The dipole is 5.827 D.

**CASCI, relaxed orbitals.** Here \(\Delta_1=-0.0024052400\) and \(\Delta_2=-0.0048104001\), so

\[
-\frac{dE}{dF}=\frac{0.0192419200-0.0048104001}{0.006}=2.405253\ \text{au}.
\]

This exceeds the expectation value 2.395247 au by 0.010006 au, or 0.0254 D, far more than the few \(10^{-6}\) au of convergence error seen for CASSCF.

**CASCI, frozen orbitals.** Here \(\Delta_1=-0.0023952207\) and \(\Delta_2=-0.0047902813\), so

\[
-\frac{dE}{dF}=\frac{0.0191617656-0.0047902813}{0.006}=2.395247\ \text{au},
\]

in agreement with the expectation value. At \(F=0.005\) the frozen and relaxed calculations have the same wave function. They differ only in how the orbitals change when the field is varied, and this accounts for the discrepancy.

Equation (2) can also be checked term by term. The numerical check evaluates \(g\) from the density matrices and \(T\) from the change of the Hartree-Fock orbitals:

| Pairs | \(\sum g_{pq}T_{pq}\) (au) |
|---|---|
| active-core | 0.000001 |
| virtual-core | −0.000013 |
| virtual-active | −0.009994 |

The sum is −0.010006 au, and the minus sign in (2) turns it into the observed +0.010006 au. Nearly all of it comes from mixing virtual orbitals into the active ones. The field also mixes orbitals 2 and 3 (\(|T_{32}|=2.86\) per au of field; the sign depends on the arbitrary phases of the two orbitals), but both are active, so this mixing does not contribute.

The table of energies shows the missing stationarity directly. At \(F=0.0045\) the frozen orbitals give a lower CASCI energy than the relaxed ones; at \(F=0.0055\) they give a higher one. Relaxation in the Hartree-Fock sense can therefore raise the CASCI energy. For CASSCF, freezing the orbitals costs \(2.27\times10^{-6}\) hartree one step above \(F=0.005\) and \(9.0\times10^{-6}\) hartree two steps above. The ratio 3.97 is close to the 4 expected of a second-order cost.

The violation is not caused by the field being finite. At \(F=0\) the CASSCF values are 2.178365 au (expectation) and 2.178363 au (derivative), while the CASCI values are 2.312774 and 2.321997 au.

Agreement between the two dipoles is a statement about stationarity, not about accuracy. Full CI in the same basis at \(F=0.005\) gives 2.27817 au by both routes, and the CASSCF dipole lies 0.6% above it. Full CI in 6-31G still leaves out the effect of a larger basis, nuclear motion and relativity.

## Table of computed values

```
bond length = 3.0 bohr; basis functions = 11
difference step = 0.0005 au; 1 au dipole = 2.541746 D
field 0.005 au = 2.5711e+09 V/m
nuclear part of dipole = 9.0000 au
--- central field 0.0000 au; dipoles and slopes in au ---
HF: <mu> = 2.326375, -dE/dF = 2.326375
CASSCF: <mu> = 2.178365, -dE/dF = 2.178363
CASSCF difference = -2.1e-06 au
CASCI: <mu> = 2.312774, -dE/dF relaxed = 2.321997
CASCI -dE/dF, frozen orbitals = 2.312774 au
CASCI relaxed difference = 0.009223 au = 0.02344 D
orbital term, sum g*T = -0.009223 au
  active-core part = 0.000001 au
  virtual-core part = -0.000016 au
  virtual-active part = -0.009208 au
HOMO-LUMO response T = -3.5273 per au field
gradient norm: CASSCF 5.2e-07, CASCI 0.00225 hartree
occupations CASSCF = 1.95995, 0.04005
occupations CASCI = 1.99955, 0.00045
CASSCF freezing cost: 2.839e-06 (1 step), 1.124e-05 (2 steps) hartree
freezing cost ratio = 3.960
--- central field 0.0050 au; dipoles and slopes in au ---
HF: <mu> = 2.405488, -dE/dF = 2.405488
CASSCF: <mu> = 2.292518, -dE/dF = 2.292521
CASSCF difference = 3.5e-06 au
CASCI: <mu> = 2.395247, -dE/dF relaxed = 2.405253
CASCI -dE/dF, frozen orbitals = 2.395247 au
CASCI relaxed difference = 0.010006 au = 0.02543 D
orbital term, sum g*T = -0.010006 au
  active-core part = 0.000001 au
  virtual-core part = -0.000013 au
  virtual-active part = -0.009994 au
HOMO-LUMO response T = -2.8612 per au field
gradient norm: CASSCF 1.7e-06, CASCI 0.00201 hartree
occupations CASSCF = 1.96393, 0.03607
occupations CASCI = 1.99961, 0.00039
CASSCF freezing cost: 2.268e-06 (1 step), 9.008e-06 (2 steps) hartree
freezing cost ratio = 3.971
--- energies in hartree: field, CASSCF, CASCI relaxed, CASCI frozen ---
0.0040  -8.0046033202  -7.9887448803  -7.9887507214
0.0045  -8.0057418067  -7.9899415956  -7.9899455505
0.0050  -8.0068854986  -7.9911422612  -7.9911422612
0.0055  -8.0080342953  -7.9923468356  -7.9923407712
0.0060  -8.0091881018  -7.9935552804  -7.9935410027
HF energy at central field = -7.99101168 hartree
full CI energy at central field = -8.00925123 hartree
full CI: <mu> = 2.27817, -dE/dF = 2.27817 au
CASSCF dipole at central field = 5.8270 D
```
